\section*{Why antimony segregation in silicon epitaxy peaks at intermediate temperature}

\section{The decision: equilibrium ratio or rate equation}

To calculate the antimony profile left by silicon molecular-beam epitaxy, one must decide what fixes the fraction of Sb buried in each new monolayer. If the top two layers equilibrate before burial, an energy difference suffices. If they do not, the exchange rate and the growth rate are needed as well. The wrong choice can be costly: in the example below, at 480 °C, the segregation length is 1.8 nm, whereas equilibrium would give about 1400 nm.

The two-state exchange model contains both cases. Its segregation length has a maximum because heating removes one cause of burial and strengthens another. These notes treat the two causes separately, then weigh them against each other and against what the model omits.

\section{The model}

Let $n_s$ and $n_b$ be the amounts of Sb per unit area in the surface and subsurface layers. Sb is dilute, deeper layers are frozen, and desorption is neglected at first. A subsurface Sb atom exchanges with a surface Si atom over a barrier $E_A$. The reverse exchange has barrier $E_A+E_s$, so $E_s>0$ means that Sb has lower energy at the surface. With a common attempt frequency $\nu$,
\begin{equation}
r_\uparrow=\nu e^{-E_A/kT},\qquad r_\downarrow=\frac{r_\uparrow}{K},\qquad K=e^{E_s/kT}.
\end{equation}

A new monolayer covers each site at regular intervals $\tau=d/R$, where $d$ is the layer spacing and $R$ the growth rate. Covering turns the old surface layer into the subsurface layer. If the old surface held an amount $N$, the next interval starts with $n_s=0$ and $n_b=N$. During the interval $n_s+n_b=N$, so
\begin{equation}
\frac{dn_s}{dt}=r_\uparrow(N-n_s)-r_\downarrow n_s=r_\uparrow N-\Gamma n_s,\qquad \Gamma=r_\uparrow+r_\downarrow .
\end{equation}
The solution that starts from zero is $n_s=N(r_\uparrow/\Gamma)(1-e^{-\Gamma t})$. Since $r_\uparrow/\Gamma=K/(1+K)$, the fraction carried up in one interval is
\begin{equation}
p=\frac{K}{1+K}\left(1-e^{-u}\right),\qquad u=\Gamma\tau=\nu\tau e^{-E_A/kT}\left(1+\frac1K\right).
\end{equation}

After $m$ layers the surface holds $N_0p^m$. Setting $p^m=e^{-md/\Delta}$ defines the segregation length
\begin{equation}
\Delta=-\frac{d}{\ln p}.
\end{equation}
Because $d\Delta/dp=d/(p\ln^2p)>0$, $\Delta$ and $p$ peak at the same temperature. The buried fraction $q=1-p$ is more revealing. With $b=1/(1+K)$,
\begin{equation}
q=b+(1-b)e^{-u}. \label{eq:q}
\end{equation}
The first term is burial demanded by equilibrium. The second is the excess burial left because exchange has not reached equilibrium; for $K\gg1$ it is close to the fraction of atoms that had no time to exchange. For $q\ll1$, $-\ln(1-q)\approx q$ and $\Delta\approx d/q$.

\section{Each contribution alone}

\textbf{Equilibrium alone.} Let exchange be instantaneous, $u\to\infty$. Then $q=b$ and $p=K/(1+K)$. Heating lowers $K$, because thermal energy makes the less favourable subsurface site more accessible. Segregation therefore falls steadily on heating. For $K\gg1$, $\Delta\approx dK$, and $\ln\Delta$ has slope $+E_s$ against $1/kT$.

\textbf{Kinetics alone.} Let the two sites have equal energy, $E_s=0$. Then $K=1$ and $p=\tfrac12(1-e^{-u})$, which rises on heating, towards one half if $\nu\tau\gg1$, and has no maximum.

With $E_s>0$ restored, the cold limit $u\ll1$ gives $1-e^{-u}\approx u$ and
\begin{equation}
p\approx\frac{K}{1+K}\,\Gamma\tau=r_\uparrow\tau .
\end{equation}
Here $\ln p$ has slope $-E_A$ against $1/kT$. Once $u$ exceeds about one, the unexchanged fraction $e^{-u}$ collapses. While it still dominates $q$ and $q\ll1$, $\Delta\approx d\,e^{u}$. For $K\gg1$, $du/d(1/kT)\approx-uE_A$, so the apparent activation energy of $\Delta$ is $uE_A$. It grows with temperature and can be many times the barrier.

\section{Both contributions: one maximum}

Write $x=1/kT$. The derivatives needed are
\begin{align}
\frac{db}{dx}&=-\frac{E_sK}{(1+K)^2}=-E_s\,b(1-b),\\
\frac{du}{dx}&=-E_Au-E_s\,\nu\tau e^{-E_Ax}\frac1K=-u\,(E_A+E_sb).
\end{align}
The last step uses $(1/K)/(1+1/K)=1/(1+K)=b$. Differentiating \eqref{eq:q},
\begin{align}
\frac{dq}{dx}&=\frac{db}{dx}(1-e^{-u})-(1-b)e^{-u}\frac{du}{dx}\nonumber\\
&=(1-b)\left[-E_sb(1-e^{-u})+u e^{-u}(E_A+E_sb)\right]. \label{eq:slope}
\end{align}
The two terms in the bracket are the competing effects. Set the bracket to zero, multiply by $e^u$ and divide by $uE_sb$. With $1/b=1+K$,
\begin{equation}
\frac{e^u-1}{u}=1+\frac{E_A}{E_s}(1+K). \label{eq:peak}
\end{equation}

For $E_A,E_s>0$, $u$ rises with temperature. The left side equals $\int_0^1e^{us}ds$, so it rises too, while the right side falls because $K$ falls. They can cross at most once. As $T\to0$ the left side tends to 1 and the right side diverges. As $T\to\infty$, $u\to2\nu\tau$ and $K\to1$. A crossing therefore exists if and only if
\begin{equation}
\frac{e^{2\nu\tau}-1}{2\nu\tau}>1+\frac{2E_A}{E_s}.
\end{equation}
Below the crossing $dq/dx>0$, so heating reduces burial; above it the sign is reversed. The crossing is a minimum of $q$ and a maximum of $\Delta$.

If $E_s\le0$ while both barriers remain positive, the first term in the bracket of \eqref{eq:slope} is non-negative and the second is positive. Burial then falls at every temperature on heating, and there is no peak. The maximum thus needs both an energetic preference for the surface and a finite time for exchange.

\section{Weighing the two at the maximum}

The two parts of \eqref{eq:q} are equal when $Ke^{-u}=1$, that is, when $u=E_s/kT$. The maximum lies elsewhere. For $u,K\gg1$, \eqref{eq:peak} becomes $e^u/u\approx(E_A/E_s)K$, or
\begin{equation}
Ke^{-u}\approx\frac{E_s}{E_Au}. \label{eq:residue}
\end{equation}
This is the ratio of kinetic to equilibrium burial at the peak. It is small when $E_s\ll E_Au$, as in the example below. The kinetic part still matters to the slope because it varies so steeply. Solving the definition of $u$ for temperature gives
\begin{equation}
kT^*=\frac{E_A}{\ln\left[\nu\tau(1+1/K)/u\right]},
\end{equation}
with $u$ and $K$ taken at the peak. The barrier and the time per layer mainly set the position. The height is $\Delta^*\approx dK/(1+Ke^{-u})$, with $\ln K=E_s/kT^*=(E_s/E_A)\ln[\nu\tau(1+1/K)/u]$, so the two energies enter it only through the ratio $E_s/E_A$. In the example below, raising $E_s$ by 5\% multiplies the height by 1.53, and raising $E_A$ by 5\% multiplies it by 0.67.

Faster growth shortens $\tau$ and lowers $u$ at each temperature. The left side of \eqref{eq:peak} drops and the right side does not change, so the crossing moves to higher temperature. Since $q$ increases at every temperature, the maximum of $\Delta$ also becomes lower.

\section{Numbers for Sb on Si(001)}

Take rough, round effective parameters, chosen for illustration and not fitted to measured profiles: $E_A=1.9$ eV, $E_s=0.6$ eV, $\nu=10^{13}$ s$^{-1}$ and $R=0.1$ nm/s. The spacing $d=0.1358$ nm gives $\tau=1.36$ s and $\nu\tau=1.36\times10^{13}$, far above the threshold of 1.60 for a peak.

Equation \eqref{eq:peak} gives $u=12.43$ and $K=6333$. Hence
\begin{align}
kT^*&=\frac{1.9\ \text{eV}}{\ln(1.358\times10^{13}/12.43)}=0.0685\ \text{eV},\\
Ke^{-u}&\approx\frac{0.6}{1.9\times12.43}=0.025,\\
\Delta^*&\approx\frac{0.1358\ \text{nm}\times6333}{1.025}\approx839\ \text{nm}.
\end{align}
The peak is at 795 K (522 °C). Maximising $\Delta$ directly from the numerically propagated rate equations gives the same temperature within 0.02 K, at growth rates of 0.01, 0.1 and 1 nm/s. The two burial terms are equal at 513 °C, so the peak lies about 10 K on the equilibrium side.

The maximum is strongly asymmetric. The length drops to one tenth of its peak value 18 K below the peak, but on the hot side this takes 288 K without desorption, and 143 K with the desorption energy used below. At 500 °C, where $u=5.59$, the apparent activation energy, roughly $uE_A$, is about 10 eV; on the hot side the slope is governed by $E_s=0.6$ eV.

At 0.01, 0.1 and 1 nm/s the peaks are at 463, 522 and 592 °C, with lengths of 1705, 838 and 413 nm.

Now place 0.01 monolayer of Sb under a 100 nm Si cap, at $R=0.1$ nm/s. At 400 °C, 92\% is buried in the first layer and a negligible amount reaches the final surface. At the peak, $e^{-100/838.5}=0.89$ of the Sb is still on the surface, and the first layer holds $8.1\times10^{16}$ cm$^{-3}$. At 700 °C the model without desorption leaves 0.56 on the surface. Without desorption, and at this growth rate, an abrupt profile calls for growth on the cold side; heating past the peak is a weak remedy. Desorption, weighed below, shortens the length on the hot side, but at the cost of lost Sb. Crystal quality, which also limits how cold one may grow, is not included.

\section{Weighing the omitted contributions}

\textbf{Desorption.} With a rough desorption energy of 3.0 eV and the same $\nu$, the peak moves by $-0.1$ K and its length falls from 838 to 832 nm. The effect is this small because burial at the peak is comparatively large for $E_s=0.6$ eV; with $E_s=1.0$ eV the same desorption cuts the peak length from $2.4\times10^5$ to $5.5\times10^4$ nm. Desorption per layer equals burial per layer at 648 °C. At 700 °C it cuts $\Delta$ from 174 to 29 nm, so there the loss of surface Sb is mainly evaporation. The surface-to-subsurface ratio stays at 1280, because exchange is much faster than desorption. In the model, the ratio at the moment of burial gives the burial per layer and the decay length gives the total loss per layer, so knowing both would separate the two causes. A ratio measured after cooling may differ from the one during growth, because exchange continues while the sample is still hot.

\textbf{Irregular burial.} Real sites need not be covered at equal intervals. Let the intervals be independent, with length $s\tau$ and $s$ gamma-distributed with mean 1 and relative spread $k^{-1/2}$. Then $e^{-u}$ is replaced by
\begin{equation}
\int_0^\infty\frac{k^ks^{k-1}e^{-ks}}{\Gamma_{\rm f}(k)}e^{-us}\,ds=\left(\frac{k}{k+u}\right)^k=\left(1+\frac uk\right)^{-k},
\end{equation}
where $\Gamma_{\rm f}$ is the gamma function. Short intervals leave more atoms unexchanged, so a hotter surface is needed. A spread of 0.3 moves the peak to 537 °C and lowers it to 700 nm. Fully random burial, $k=1$, gives 724 °C and 111 nm; adding desorption gives 658 °C and 49 nm.

\textbf{Smaller terms.} Site blocking at 0.01 monolayer raises $q$ at the peak by 1.3\% and at 500 °C by 4.6\%; at 0.1 monolayer it raises $q$ at the peak by 16\% and is no longer small. With rough bulk-diffusion parameters, the diffusion length during growth of the cap at 700 °C is 0.05 nm, less than one layer spacing.

\section{The model beside the real case}

The growth rate is chosen by the grower and can be measured. The two exchange energies are less secure: they are effective values standing for several atomic paths on a reconstructed, stepped surface. Raising $E_A$ by 0.1 eV, with the other parameters fixed, moves the peak up by 41 K. Raising $E_s$ by 0.1 eV multiplies $K$ at 522 °C by $e^{0.1/0.0685}\approx4.3$. If each energy is uncertain by about 0.1 eV, the peak temperature is uncertain by tens of kelvin, and its height by a factor of several, before growth irregularity is considered. Since the energies are not fitted, they may be off by more than this: $E_s=1.2$ eV gives a peak length of $3.8\times10^6$ nm without desorption, so the lengths quoted here are not predictions for a real surface. The attempt frequency is also assumed. It enters only through $\nu\tau$, so raising it tenfold moves the peak just as growing ten times more slowly does, here down by about 60 K.

With the rough values used here, regular burial is the assumption, among those sized, whose failure matters most at the peak: the random case shifts it by about 200 K. A lower desorption energy, or a larger $E_s$, would give desorption more weight. Exchange at moving steps could also provide a faster path at low temperature. That path is not sized here, so the very short lengths on the cold side should not be taken as predictions for a real surface. The values for the base case are in the numerical output that follows.

\section*{Table of computed values}
\begin{verbatim}
lattice parameter 0.543 nm, layer spacing 0.1358 nm
growth rate 0.1 nm/s, time per layer 1.357 s
attempt frequency 1e+13 1/s, E_A 1.9 eV, E_s 0.6 eV
attempts per layer 1.358e+13
critical attempts per layer for a peak 1.60
T(C)  u          K          q          length(nm)
400  8.086e-02  3.105e+04  9.223e-01  0.05313
450  7.785e-01  1.519e+04  4.591e-01  0.2209
480  2.623e+00  1.035e+04  7.270e-02  1.799
500  5.593e+00  8.149e+03  3.846e-03  35.23
520  1.148e+01  6.493e+03  1.643e-04  826.1
550  3.162e+01  4.716e+03  2.120e-04  640.2
600  1.466e+02  2.905e+03  3.441e-04  394.4
700  1.965e+03  1.280e+03  7.805e-04  173.9
peak temperature 795.4 K = 522.3 C
kT at peak 0.06854 eV
peak segregation length 838.5 nm
at peak: u 12.426, K 6333.2, q 1.619e-04
K exp(-u) at peak 0.0254, estimate 0.0254
crossover u = E_s/kT at 512.7 C
length at crossover 478.3 nm
tenth of peak, cold side 504.1 C
tenth of peak, hot side 810.5 C
slope of ln p at 300 C -1.8997 eV
slope of ln length at 700 C 0.5998 eV
growth 0.01 nm/s: peak 462.7 C, length 1704.7 nm
growth 0.1 nm/s: peak 522.3 C, length 838.5 nm
growth 1.0 nm/s: peak 592.1 C, length 412.9 nm
maxima: full model 1, E_s=0 0, E_s=-0.2 eV 0, instant exchange 0
Sb coverage 0.01 ML = 6.783e+12 1/cm2
cap 100 nm; no desorption in the next three lines
400 C: first layer 4.61e+20 1/cm3, on surface 0
522 C: first layer 8.09e+16 1/cm3, on surface 0.888
700 C: first layer 3.90e+17 1/cm3, on surface 0.563
rough desorption energy 3.0 eV
desorption moves peak by -0.10 K, length 832.2 nm
desorbed = buried per layer at 648 C
length at 700 C with desorption 28.7 nm
surface/subsurface at 700 C: 1280.3, with desorption 1280.3
burial spread 0.3: peak 537 C, 700 nm
random burial: peak 724 C, 111 nm
random + desorption: 658 C, 49 nm
site blocking changes q at peak by 1.28 %
rough bulk diffusion: D0 0.2 cm2/s, energy 3.7 eV
bulk diffusion length at 700 C during cap 0.053 nm
E_A higher by 0.1 eV moves peak by 40.8 K
\end{verbatim}
